# Vortex-core levels from the Andreev approximation, checked by Bessel diagonalization: a program that tests the result

```python
"""
Caroli-de Gennes-Matricon levels of a single vortex in a clean 2D s-wave
superconductor with pair potential Delta(r) exp(i theta).

Result under test, for half-integer mu and |mu| << kF*xi:
    E_mu = -mu * spacing,
    spacing = (1/kF) Int (Delta/r) exp(-2K) dr / Int exp(-2K) dr,
    K(r) = Int_0^r Delta dr' / (hbar vF).
For Delta = Delta0 tanh(r/xi): spacing = 7 zeta(3)/(2 pi^2) Delta0^2/EF.

Internal units: energy Delta0, length xi = hbar vF/Delta0.
Then kF means kF*xi = 2 EF/Delta0, and the kinetic energy relative to EF
is (k^2 - kF^2)/(2 kF). "core" is the width of the tanh profile in xi.
The reference is a diagonalization of the full radial Bogoliubov-de Gennes
equations in Bessel functions, without the Andreev approximation.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jn_zeros, jv, roots_legendre, zeta


def andreev_spacing(kf, core=1.0):
    """Level spacing from the first-order Andreev formula."""
    def weight(r):
        return np.cosh(r / core) ** (-2 * core)
    top = quad(lambda r: np.tanh(r / core) / r * weight(r), 0, 30,
               epsabs=1e-12, limit=200)[0]
    bottom = quad(weight, 0, 30, epsabs=1e-12, limit=200)[0]
    return top / bottom / kf


@lru_cache(maxsize=None)
def radial_grid(kf, radius):
    count = int(0.65 * (kf + 15) * radius) + 80
    x, w = roots_legendre(count)
    return 0.5 * radius * (x + 1), 0.5 * radius * w


@lru_cache(maxsize=None)
def bessel_basis(order, kf, radius):
    """Wave numbers and normalized functions times sqrt(weight * r)."""
    r, w = radial_grid(kf, radius)
    cutoff = (kf + 15) * radius
    zeros = jn_zeros(order, int(cutoff / np.pi) + 2)
    zeros = zeros[zeros < cutoff]
    norm = np.sqrt(2) / (radius * np.abs(jv(order + 1, zeros)))
    values = norm[:, None] * jv(order, np.outer(zeros / radius, r))
    return zeros / radius, values * np.sqrt(w * r)


def bdg_core_level(mu, kf, core=1.0, radius=11.0):
    """The only level with |E| < 0.9 Delta0, and its rms radius."""
    r, _ = radial_grid(kf, radius)
    ku, bu = bessel_basis(abs(round(mu + 0.5)), kf, radius)
    kv, bv = bessel_basis(abs(round(mu - 0.5)), kf, radius)
    gap = (bu * np.tanh(r / core)) @ bv.T
    ham = np.block([[np.diag((ku**2 - kf**2) / (2 * kf)), gap],
                    [gap.T, -np.diag((kv**2 - kf**2) / (2 * kf))]])
    energy, vec = eigh(ham, subset_by_value=(-0.9, 0.9))
    assert len(energy) == 1, "expected one core level per mu"
    u = vec[:len(ku), 0] @ bu
    v = vec[len(ku):, 0] @ bv
    return energy[0], np.sqrt(np.sum((u**2 + v**2) * r**2))


def trajectory_level(b):
    """Andreev equation on a line at impact parameter b, not expanded in b.

    chi is the relative phase of u and v; the decaying solution is followed
    from far outside to s = 0, where symmetry demands chi = pi/2.
    """
    start = 20.0

    def mismatch(energy):
        def slope(s, chi):
            r = np.hypot(s, b)
            d = np.tanh(r) / r
            return 2 * (energy - d * (s * np.cos(chi) - b * np.sin(chi)))
        chi0 = np.arccos(energy) - np.arctan2(b, start)
        sol = solve_ivp(slope, (start, 0.0), [chi0], rtol=1e-9, atol=1e-11)
        return sol.y[0, -1] - np.pi / 2
    return brentq(mismatch, -0.8, 0.0, xtol=1e-11)


# Momentum-space form of x+iy and r^2, tested by Hankel transforms
mu_t, p_t, h_t = 2.5, 1.3, 1e-3
x_t, w_t = roots_legendre(200)
r_t, w_t = 6 * (x_t + 1), 6 * w_t
f_t = (r_t**2 + r_t**4) * np.exp(-r_t**2 / 2)


def scaled_hankel(order, func, p):
    return np.sqrt(p) * np.sum(w_t * r_t * func * jv(order, p * r_t))


low, mid, high = [scaled_hankel(2, f_t, p_t + j * h_t) for j in (-1, 0, 1)]
lhs = scaled_hankel(3, r_t * f_t, p_t)
rhs = -((high - low) / (2 * h_t) - mu_t / p_t * mid)
assert abs(lhs - rhs) < 1e-4 * max(1, abs(lhs))
for order, sign in ((2, -1), (3, 1)):
    low, mid, high = [scaled_hankel(order, f_t, p_t + j * h_t)
                      for j in (-1, 0, 1)]
    lhs = scaled_hankel(order, r_t**2 * f_t, p_t)
    rhs = (-(high - 2 * mid + low) / h_t**2
           + mu_t * (mu_t + sign) / p_t**2 * mid)
    assert abs(lhs - rhs) < 1e-4 * max(1, abs(lhs))

# Closed form of the prefactor against quadrature
prefactor = 7 * zeta(3) / (2 * np.pi**2)
assert abs(andreev_spacing(1.0) / 2 - prefactor) < 1e-8

# Worked example: round model parameters
delta_mev, ef_mev = 1.0, 50.0
kf = 2 * ef_mev / delta_mev
ef_joule = ef_mev * 1e-3 * const.e
kf_nm = np.sqrt(2 * const.m_e * ef_joule) / const.hbar * 1e-9
xi_nm = kf / kf_nm
to_uev = delta_mev * 1e3
spacing = prefactor * delta_mev / ef_mev

mus = [0.5, 1.5, 2.5, 3.5, 4.5]
results = [bdg_core_level(mu, kf) for mu in mus]
levels = np.array([res[0] for res in results])
for mu, level in zip(mus, levels):
    assert abs(level / (-mu * spacing) - 1) < 0.01
rms = results[0][1]
rms_formula = np.pi / np.sqrt(12)
assert abs(rms / rms_formula - 1) < 0.01

# Distant wall has no influence
wall_shift = abs(bdg_core_level(0.5, 25.0, radius=9.0)[0]
                 - bdg_core_level(0.5, 25.0)[0])
assert wall_shift < 1e-6

# Spacing scales as Delta0^2/EF, with a correction falling as 1/(kF xi)^2
scaling = []
for k in (25.0, 50.0, 100.0):
    scaled = -2 * bdg_core_level(0.5, k)[0] * k / 2
    scaling.append((k / 2, scaled, scaled / prefactor - 1))
ratios = [scaling[i][2] / scaling[i + 1][2] for i in (0, 1)]
assert all(3 < q < 5 for q in ratios)

# Bending of the branch at large mu is captured by the trajectory equation
mu_big = 15.5
big_bdg = bdg_core_level(mu_big, kf)[0]
big_line = -mu_big * spacing
big_traj = trajectory_level(mu_big / kf)
assert abs(big_traj - big_bdg) < 0.2 * abs(big_line - big_bdg)

# A narrower core: the prefactor depends on the profile
narrow_formula = andreev_spacing(kf, 0.5)
narrow_bdg = -2 * bdg_core_level(0.5, kf, core=0.5)[0]
assert abs(narrow_bdg / narrow_formula - 1) < 0.01
assert narrow_bdg > 1.1 * spacing

print(f"gap Delta0 = {delta_mev:.1f} meV")
print(f"Fermi energy EF = {ef_mev:.1f} meV")
print(f"Fermi wave number kF = {kf_nm:.4f} 1/nm")
print(f"length xi = hbar vF/Delta0 = {xi_nm:.2f} nm")
print(f"kF*xi = {kf:.1f} (dimensionless)")
print(f"prefactor 7 zeta(3)/(2 pi^2) = {prefactor:.6f} (dimensionless)")
print(f"spacing, formula = {spacing * to_uev:.4f} ueV")
kelvin = spacing * delta_mev * 1e-3 * const.e / const.k
print(f"spacing / kB = {kelvin:.4f} K")
print(f"spacing, Bessel, E(1/2)-E(3/2) = "
      f"{(levels[0] - levels[1]) * to_uev:.4f} ueV")
for mu, level in zip(mus, levels):
    print(f"mu = {mu:.1f}: formula {-mu * spacing * to_uev:.4f} ueV, "
          f"Bessel {level * to_uev:.4f} ueV")
print(f"rms radius, mu=1/2: formula {rms_formula:.5f} xi, "
      f"Bessel {rms:.5f} xi")
print(f"level shift, wall at 9 xi or 11 xi (EF/Delta0=12.5) = "
      f"{wall_shift:.1e} Delta0")
for ratio, scaled, dev in scaling:
    print(f"EF/Delta0 = {ratio:.1f}: 2|E(1/2)|EF/Delta0^2 = {scaled:.6f}, "
          f"relative deviation {dev:.3e}")
print(f"deviation ratios on doubling EF = {ratios[0]:.3f}, {ratios[1]:.3f}")
print(f"mu = {mu_big:.1f}: impact parameter = {mu_big / kf:.3f} xi")
print(f"mu = {mu_big:.1f}: linear formula {big_line * to_uev:.3f} ueV")
print(f"mu = {mu_big:.1f}: trajectory equation {big_traj * to_uev:.3f} ueV")
print(f"mu = {mu_big:.1f}: Bessel {big_bdg * to_uev:.3f} ueV")
print(f"core width xi/2: spacing formula {narrow_formula * to_uev:.4f} ueV")
print(f"core width xi/2: Bessel 2|E(1/2)| {narrow_bdg * to_uev:.4f} ueV")
print("no test failed")
```

Printed output:

```
gap Delta0 = 1.0 meV
Fermi energy EF = 50.0 meV
Fermi wave number kF = 1.1456 1/nm
length xi = hbar vF/Delta0 = 87.29 nm
kF*xi = 100.0 (dimensionless)
prefactor 7 zeta(3)/(2 pi^2) = 0.426278 (dimensionless)
spacing, formula = 8.5256 ueV
spacing / kB = 0.0989 K
spacing, Bessel, E(1/2)-E(3/2) = 8.5255 ueV
mu = 0.5: formula -4.2628 ueV, Bessel -4.2632 ueV
mu = 1.5: formula -12.7884 ueV, Bessel -12.7886 ueV
mu = 2.5: formula -21.3139 ueV, Bessel -21.3116 ueV
mu = 3.5: formula -29.8395 ueV, Bessel -29.8303 ueV
mu = 4.5: formula -38.3651 ueV, Bessel -38.3431 ueV
rms radius, mu=1/2: formula 0.90690 xi, Bessel 0.90692 xi
level shift, wall at 9 xi or 11 xi (EF/Delta0=12.5) = 2.9e-08 Delta0
EF/Delta0 = 12.5: 2|E(1/2)|EF/Delta0^2 = 0.426889, relative deviation 1.432e-03
EF/Delta0 = 25.0: 2|E(1/2)|EF/Delta0^2 = 0.426430, relative deviation 3.566e-04
EF/Delta0 = 50.0: 2|E(1/2)|EF/Delta0^2 = 0.426316, relative deviation 8.896e-05
deviation ratios on doubling EF = 4.016, 4.009
mu = 15.5: impact parameter = 0.155 xi
mu = 15.5: linear formula -132.146 ueV
mu = 15.5: trajectory equation -131.106 ueV
mu = 15.5: Bessel -131.118 ueV
core width xi/2: spacing formula 14.8491 ueV
core width xi/2: Bessel 2|E(1/2)| 14.8521 ueV
no test failed
```
